# Comment on a midgap level inferred from a converged Ritz value

**The argument under review**

The author studies an infinite insulating chain with two orbitals per cell and hoppings of 1 eV within a cell and 2 eV between cells. The Hamiltonian is projected onto the orbitals of $N$ consecutive cells and diagonalized. For $N=16$ an eigenvalue of the projected matrix lies $2.3\times10^{-5}$ eV from the middle of the gap, and for $N=32$ it lies $3.5\times10^{-10}$ eV from it. The author concludes that the infinite chain has a midgap level, for three reasons:

1. The Rayleigh-Ritz method is variational.
2. The value has converged while the basis grows towards completeness.
3. The residual of the matrix eigenproblem is about $10^{-15}$ eV.

The numbers are right. The question is whether any of the three reasons supports the conclusion.

**The reported residual cannot test the basis**

Let $H$ be self-adjoint, and let the columns of $Q$ be an orthonormal basis of a finite trial space $V$ in the domain of $H$. A Ritz pair $(\mu,x)$ is defined by

$$Q^\dagger HQ\,y=\mu y,\qquad x=Qy,\qquad \|x\|=1 .$$

The algebra is in atomic units and the numbers are in eV. Multiplying from the left by $y^\dagger$ gives $\mu=\langle x|H|x\rangle$. The residual with the full Hamiltonian is $r=Hx-\mu x$. Its projection onto $V$ is

$$Q^\dagger r=Q^\dagger HQy-\mu Q^\dagger Qy=\mu y-\mu y=0 .$$

This holds for every Ritz pair, good or bad. The author's $10^{-15}$ eV is this projection, and it measures the rounding error of the diagonalization. Information about the basis sits in the part of $Hx$ that leaves $V$.

**What the variational property does not cover**

A Ritz value is an average of $H$, so it cannot lie below the bottom of the spectrum. An average can, however, fall between two levels. Let $|v\rangle$ and $|c\rangle$ be orthonormal eigenstates at the gap edges $a<b$, and let $x=\cos\theta\,|v\rangle+\sin\theta\,|c\rangle$. Then

$$\mu=a\cos^2\theta+b\sin^2\theta=a+(b-a)\sin^2\theta ,$$

which takes every value in the gap as $\theta$ varies. For the residual we need $a-\mu=-(b-a)\sin^2\theta$ and $b-\mu=(b-a)\cos^2\theta$:

$$r=\cos\theta\,(a-\mu)|v\rangle+\sin\theta\,(b-\mu)|c\rangle=(b-a)\sin\theta\cos\theta\,|p\rangle,$$

with $|p\rangle=-\sin\theta\,|v\rangle+\cos\theta\,|c\rangle$. Since $|p\rangle$ is normalized,

$$\|r\|=(b-a)|\sin\theta\cos\theta|=\sqrt{(\mu-a)(b-\mu)} .$$

A large basis does not exclude this. In a space of finite dimension, take as $V$ everything orthogonal to the single vector $|p\rangle$. Then $x$ is in $V$ and $r\propto|p\rangle$ is orthogonal to $V$, so $(\mu,x)$ is a Ritz pair.

A ring of 60 cells of the author's chain has 120 levels and gap edges $a=-1$ eV and $b=1$ eV. To place a Ritz value at 0.3 eV we need $\sin^2\theta=(0.3+1)/2=0.65$. The 119-dimensional space orthogonal to $|p\rangle$ indeed has a Ritz value at 0.3 eV. The nearest true level is 0.7 eV away, and the full residual is $\sqrt{1.3\times0.7}=0.954$ eV.

**What the full residual proves**

Let $P(E)$ be the probability distribution of energy in the state $x$. It is supported on the spectrum, where $|E-\mu|\ge d$ if $d$ is the distance from $\mu$ to the spectrum. Hence

$$\|r\|^2=\langle x|(H-\mu)^2|x\rangle=\int (E-\mu)^2\,dP(E)\ \ge\ d^2 .$$

So the interval from $\mu-\|r\|$ to $\mu+\|r\|$ contains a point of the spectrum. In the example it runs from $-0.654$ to $1.254$ eV, and it contains the nearer gap edge, $b=1$ eV, as it must.

If $(a,b)$ is known to be free of spectrum, more can be said. Every $E$ in the spectrum satisfies $E\le a$ or $E\ge b$, so $(E-a)(E-b)\ge0$. Averaging over $P$, with $\langle H^2\rangle=\|r\|^2+\mu^2$, gives

$$0\le\|r\|^2+\mu^2-(a+b)\mu+ab=\|r\|^2+(\mu-a)(\mu-b),$$

$$\|r\|^2\ge(\mu-a)(b-\mu).$$

A Ritz value well inside an empty gap therefore has a residual that cannot be small on the scale of the gap: at the middle it is at least $(b-a)/2$. The two-state mixture attains the bound, because its energy distribution sits on the edges alone. As $\mu$ approaches an edge the bound goes to zero, but if that edge belongs to the spectrum, as for a true gap, $\mu$ is then close to the spectrum anyway. Read the other way, a residual with $\|r\|^2<(\mu-a)(b-\mu)$ proves that $(a,b)$ is not empty.

A large residual does not prove that no level is near. Mixing the ring levels at $-2.967$ and $-1.424$ eV in suitable proportion gives a Ritz value of $-2.415$ eV, which coincides with a third level of the ring. The residual is nevertheless 0.740 eV, because the vector is not an eigenvector. A large residual withdraws the certificate; to call the value spurious one needs separate knowledge of the gap.

**The spectrum of the author's chain**

Let $w$ be the hopping within a cell and $s>w>0$ the hopping between cells:

$$H|A_n\rangle=w|B_n\rangle+s|B_{n-1}\rangle,\qquad H|B_n\rangle=w|A_n\rangle+s|A_{n+1}\rangle .$$

For the Bloch sums $|A_k\rangle=\sum_n e^{ikn}|A_n\rangle$ and $|B_k\rangle=\sum_n e^{ikn}|B_n\rangle$, shifting the summation index gives $H|A_k\rangle=(w+se^{ik})|B_k\rangle$ and $H|B_k\rangle=(w+se^{-ik})|A_k\rangle$. Therefore

$$E^2=|w+se^{ik}|^2=w^2+s^2+2ws\cos k\ \ge\ (s-w)^2 .$$

The gap runs from $-(s-w)$ to $s-w$, here from $-1$ to $1$ eV, and the infinite chain has no spectrum in it.

**Where the midgap value comes from**

The trial space of cells $1,\dots,N$ cuts a strong bond at each end. The projected matrix $M$ acts like $H$, with the terms $s|B_0\rangle$ and $s|A_{N+1}\rangle$ dropped. Put $q=w/s<1$ and consider

$$|L\rangle=C\sum_{n=1}^N(-q)^{n-1}|A_n\rangle,\qquad C^2=\frac{1-q^2}{1-q^{2N}} .$$

For $n<N$ the component of $M|L\rangle$ on $B_n$ is $C(-q)^{n-1}(w-sq)=0$. Only $B_N$ remains, where no next cell cancels the term, so $\|ML\|=Cwq^{N-1}$. Since $M$ connects only $A$ to $B$, $\langle L|M|L\rangle=0$. The residual theorem, applied now to the matrix $M$, gives an eigenvalue of $M$ with

$$|\mu|\le Cwq^{N-1}.$$

This explains the convergence. The limit, zero, is an eigenvalue of the half-infinite chain cut at a strong bond: continued without end, $|L\rangle$ has no leftover term and stays normalizable because $q<1$.

The mirror image $|R\rangle=C\sum_n(-q)^{N-n}|B_n\rangle$ behaves in the same way, with $M|R\rangle=Cw(-q)^{N-1}|A_1\rangle$. The coupling is $\langle L|M|R\rangle=C^2w(-q)^{N-1}$. In the space of these two states the diagonal elements vanish, so to leading order in the small coupling the eigenvalues are plus and minus its magnitude. With $wq^{N-1}=sq^N$ and $C^2\to1-q^2$,

$$|\mu|\approx s(1-q^2)\,q^N .$$

For $N=8$ this is $2\times0.75/256=5.859\times10^{-3}$ eV, and diagonalization gives $5.860\times10^{-3}$ eV. For $N=4$ the two values are 0.0938 and 0.0948 eV.

To see that no other Ritz values enter the gap, write $D$ for the block of $M$ that takes $B$ to $A$. Its elements are $D_{nn}=w$ and $D_{n,n-1}=s$. On the $A$ orbitals $M^2$ is

$$DD^\dagger=T-s^2e_1e_1^\dagger ,$$

where $e_1$ is the unit vector on $A_1$, and $T$ is tridiagonal with $w^2+s^2$ on the diagonal and $ws$ beside it. The subtraction appears because $A_1$ has lost its strong bond. The vectors $u_n=\sin(n\varphi)$ with $\varphi=j\pi/(N+1)$ vanish at $n=0$ and $n=N+1$. They are eigenvectors of $T$ with eigenvalues $w^2+s^2+2ws\cos\varphi$, all above $(s-w)^2$. If $DD^\dagger$ had two eigenvalues at or below $(s-w)^2$, the span of their eigenvectors would contain a vector orthogonal to $e_1$. On that vector $DD^\dagger$ and $T$ have the same average, which is a contradiction. So $DD^\dagger$ has at most one such eigenvalue. The eigenvalues of $M$ are plus and minus the square roots of those of $DD^\dagger$, and none is zero because $\det D=w^N$. Once $Cwq^{N-1}<s-w$, exactly two Ritz values lie in the gap.

**The residual that should have been reported**

Acting with the full $H$ on a Ritz vector restores the two dropped terms:

$$r=s\,x_{A_1}|B_0\rangle+s\,x_{B_N}|A_{N+1}\rangle,\qquad \|r\|^2=s^2\left(|x_{A_1}|^2+|x_{B_N}|^2\right).$$

We need the end amplitudes. Let $x_A$ and $x_B$ be the two sublattice parts of a midgap Ritz vector, so that $Dx_B=\mu x_A$ and $D^\dagger x_A=\mu x_B$. Taking the product of the first equation with $x_A$ and using the second gives $\mu\|x_A\|^2=\mu\|x_B\|^2$, so each part has weight $1/2$. The direction of $x_A$ is that of the lowest eigenvector of $DD^\dagger$. Let $\eta$ be the weight of $|L\rangle$ outside this eigenvector. All other eigenvalues exceed $(s-w)^2$, hence

$$\eta\,(s-w)^2\le\langle L|DD^\dagger|L\rangle=\|ML\|^2=C^2w^2q^{2N-2}\to0 .$$

So $x_A$ tends to $L/\sqrt2$ up to a phase, and by mirror symmetry $x_B$ tends to $R/\sqrt2$. Each end amplitude squared tends to $C^2/2\to(1-q^2)/2$, and

$$\|r\|^2\to s^2(1-q^2)=s^2-w^2 .$$

For the author's chain the limit is $\sqrt{4-1}=1.732$ eV, or 0.0637 hartree. The computed full residuals are 1.747 eV for $N=4$ and 1.732 eV for $N=8$, 16 and 32. While the Ritz value approaches midgap to within $3.5\times10^{-10}$ eV, its residual stays larger than half the gap. It also respects the gap bound, which is 1 eV at midgap. These residuals were evaluated on the 60-cell ring; as hopping reaches only neighbours, they equal those of the infinite chain for the segments used.

The midgap vector is again a mixture of states above and below the gap. Reversing the sign of all $B$ orbitals turns $H$ into $-H$ and so exchanges the bands. It leaves $|L\rangle$ unchanged, so $|L\rangle$ has weight $1/2$ in each band, and the same holds for $|R\rangle$, which only changes sign. For the Ritz vectors, cross terms between the two distant ends add a correction that fades with $N$. The computed upper-band weight, using the bands of the ring, is 0.498 for $N=4$ and 0.500 for $N=16$.

**Why completeness did not help**

Let the segment grow in both directions; by translation symmetry $M$ depends only on $N$. The trial spaces then become dense, and this does guarantee something. If $E$ is in the spectrum, there are normalized vectors $u$ with $\|(H-E)u\|$ as small as desired. Because this $H$ is bounded, $u$ can be replaced by a nearby vector in a large enough $V$. Projection onto $V$ cannot lengthen $(H-E)u$, so the residual theorem for $M$ puts a Ritz value near $E$. Every point of the spectrum is thus approached by Ritz values. The reverse, that every limit of Ritz values belongs to the spectrum, does not follow, and this chain is a counterexample.

The vectors show what goes wrong. They sit at the ends, and the ends recede. The weight on the two central cells falls from 0.23 for $N=4$ to $8.7\times10^{-10}$ for $N=32$. At any fixed place the amplitude tends to zero, so no midgap state of the infinite chain is left in the limit. An isolated segment cut at strong bonds does have these end states within this model. The author has found a property of that segment and assigned it to the infinite chain.

**Two checks requested**

First, shift the trial space by one orbital, so that it starts on a $B$ orbital and cuts weak bonds. The number of orbitals is unchanged. The block between sublattices is now $D'=s\,\mathbb 1+wS$, where $S$ shifts by one cell and cannot lengthen a vector. Hence

$$\|D'u\|\ge s\|u\|-w\|Su\|\ge(s-w)\|u\| ,$$

and no Ritz value lies inside the gap. The computed values closest to midgap have magnitude 1.2555 eV for $N=4$ and 1.0085 eV for $N=32$. The midgap value belongs to the choice of trial space.

Second, for a chosen energy $\sigma$, minimize $\|(H-\sigma)x\|$ over normalized $x$ in $V$. The squared minimum $\tau^2$ is the lowest eigenvalue of $Q^\dagger(H-\sigma)^2Q$. The integral used for the residual theorem, with $\sigma$ in place of $\mu$, shows that $\tau$ is at least the distance from $\sigma$ to the spectrum. The target is now the bottom of the spectrum of $(H-\sigma)^2$, where the variational property does protect. At $\sigma=0$,

$$H^2|A_n\rangle=(w^2+s^2)|A_n\rangle+ws\left(|A_{n+1}\rangle+|A_{n-1}\rangle\right),$$

and likewise for $B$. On the original segment the projection of $H^2$ is therefore $T$ on each sublattice, and $j=N$ gives

$$\tau^2=w^2+s^2-2ws\cos\frac{\pi}{N+1} .$$

For $N=4$ this is $5-4\cos36^\circ=1.764$ eV², so $\tau=1.328$ eV; for $N=32$, $\tau=1.009$ eV. The values descend towards the true distance of 1 eV, with no trace of a midgap state. The order of operations matters: squaring the projected matrix gives $DD^\dagger$, which lacks the term $s^2$ at the cut and brings the spurious value back. The price is that $H$ must be applied outside $V$, as for the full residual. At finite $N$, $\tau$ is an upper bound on the distance to the spectrum, so by itself it does not prove that the gap is empty; here the band formula does.

The claim of a midgap level in the infinite chain should be withdrawn. The numerical check covers both cuts, the full residuals and the squared operator.

## Computed results

```
Hoppings w, s: 1.0, 2.0 eV; ring dimension: 120
Gap edges a, b: -1.0000, 1.0000 eV
Mixing: upper-state weight sin^2(theta): 0.6500
Mixing: trial-space dimension: 119
Mixing: Ritz value in gap: 0.3000 eV
Mixing: distance to nearest level: 0.7000 eV
Mixing: full residual norm: 0.9539 eV
Mixing: interval mu-|r|, mu+|r|: -0.6539, 1.2539 eV
Residual theorem: random Ritz pairs tested: 600
Gap bound: random vectors tested: 3000
Gap bound: smallest |r|^2/[(mu-a)(b-mu)]: 1.0070
False alarm: mixed levels: -2.9672, -1.4239 eV
False alarm: Ritz value = true level: -2.4149 eV
False alarm: residual norm: 0.7398 eV
N=4 cells: Ritz value in gap: 9.479e-02 eV; estimate: 9.375e-02 eV
  full residual: 1.74710 eV; residual inside trial space: 5e-16 eV
  upper-band weight: 0.4977; weight on two central cells: 2.30e-01
  weak-bond cut, smallest |Ritz value|: 1.2555 eV
  squared operator, root of lowest value: 1.3281 eV
N=8 cells: Ritz value in gap: 5.860e-03 eV; estimate: 5.859e-03 eV
  full residual: 1.73219 eV; residual inside trial space: 2e-15 eV
  upper-band weight: 0.4985; weight on two central cells: 1.46e-02
  weak-bond cut, smallest |Ritz value|: 1.0951 eV
  squared operator, root of lowest value: 1.1141 eV
N=16 cells: Ritz value in gap: 2.289e-05 eV; estimate: 2.289e-05 eV
  full residual: 1.73205 eV; residual inside trial space: 8e-16 eV
  upper-band weight: 0.5000; weight on two central cells: 5.72e-05
  weak-bond cut, smallest |Ritz value|: 1.0300 eV
  squared operator, root of lowest value: 1.0335 eV
N=32 cells: Ritz value in gap: 3.492e-10 eV; estimate: 3.492e-10 eV
  full residual: 1.73205 eV; residual inside trial space: 9e-16 eV
  upper-band weight: 0.5000; weight on two central cells: 8.73e-10
  weak-bond cut, smallest |Ritz value|: 1.0085 eV
  squared operator, root of lowest value: 1.0090 eV
Limiting residual sqrt(s^2-w^2): 1.73205 eV = 0.06365 hartree
Lower bound on residual at midgap: 1.0000 eV
```
